# Why a Spherical Void Leaves Hydrostatic Stress Uniform in an Isotropic Solid

**Q.** I study voids in copper interconnects. Textbook elasticity says that a void concentrates stress, and vacancies respond to stress gradients. So why am I told that a spherical void under hydrostatic tension does not pull vacancies in by its own stress field?

**A.** We must ask which stress is concentrated and which stress the vacancy feels. Take an infinite, homogeneous, isotropic, linearly elastic solid with a spherical void of radius \(a\), loaded far away by equal tension \(S\) in all directions. Tension is positive. By symmetry the displacement is radial, \(u(r)\), and the strains are

\[
\varepsilon_{rr}=u',\qquad \varepsilon_{\theta\theta}=\varepsilon_{\phi\phi}=\frac{u}{r},\qquad \theta=u'+\frac{2u}{r}.
\]

Here \(\theta\) is the dilatation, the fractional volume change. With bulk modulus \(K\), shear modulus \(\mu\) and \(\lambda=K-2\mu/3\), Hooke's law reads

\[
\sigma_{rr}=\lambda\theta+2\mu u',\qquad \sigma_{\theta\theta}=\lambda\theta+2\mu\frac{u}{r}.
\]

The hydrostatic stress is one third of the trace:

\[
\sigma_h=\frac{\sigma_{rr}+2\sigma_{\theta\theta}}{3}=\lambda\theta+\frac{2\mu}{3}\theta=K\theta .
\]

A vacancy in a cubic lattice relaxes its surroundings equally along the three cube axes. To first order in stress its energy therefore changes by \(-\sigma_h\,\Delta V\), where \(\Delta V\) is its relaxation volume. A drift force from this coupling needs a gradient of \(\theta\).

**Q.** The hoop strain certainly varies near the void. What stops \(\theta\) from varying too?

**A.** Force balance does. In spherical symmetry it is

\[
\sigma_{rr}'+\frac{2}{r}(\sigma_{rr}-\sigma_{\theta\theta})=0 .
\]

Insert Hooke's law with constant moduli:

\[
\lambda\theta'+2\mu\left(u''+\frac{2u'}{r}-\frac{2u}{r^2}\right)=0 .
\]

The bracket is \(\theta'\), as differentiating \(\theta=u'+2u/r\) shows. Hence

\[
(\lambda+2\mu)\,\theta'=M\theta'=0,\qquad M=K+\frac{4\mu}{3}.
\]

Since \(M>0\), \(\theta\) is uniform. In general the elastic force density is \(M\nabla\theta-\mu\nabla\times(\nabla\times\mathbf u)\). A radial field has no curl, so nothing is left to balance a gradient of \(\theta\).

**Q.** Then where does the stress concentration come from?

**A.** From a deformation that changes shape but not volume. Write \(\theta=3A\). Then \((r^2u)'=3Ar^2\), which integrates to

\[
u=Ar+\frac{B}{r^2},\qquad u'=A-\frac{2B}{r^3},\qquad \frac{u}{r}=A+\frac{B}{r^3}.
\]

The \(B\) term stretches each of the two hoop directions by \(B/r^3\) and shortens the radial direction by \(2B/r^3\), with sum zero. The stresses are

\[
\sigma_{rr}=3KA-\frac{4\mu B}{r^3},\qquad
\sigma_{\theta\theta}=3KA+\frac{2\mu B}{r^3}.
\]

Let the normal traction at the void be \(\sigma_{rr}(a)=p\), with \(p=0\) for an empty void without surface tension. The remote condition gives \(3KA=S\), and the inner one gives \(4\mu B=(S-p)a^3\). Therefore

\[
\sigma_{rr}=S-(S-p)\frac{a^3}{r^3},\qquad
\sigma_{\theta\theta}=S+\frac{S-p}{2}\frac{a^3}{r^3},
\]

\[
\sigma_{rr}+2\sigma_{\theta\theta}=3S .
\]

This is the Lamé solution. The loss in one radial component equals the gain in two hoop components at every radius, so the concentration is pure shear.

**Q.** Can you put numbers on that for a void I might see?

**A.** Take \(a=50\) nm and \(S=100\) MPa, with \(p=0\):

| \(r\) (nm) | \(\sigma_{rr}\) (MPa) | \(\sigma_{\theta\theta}\) (MPa) | \(\sigma_h\) (MPa) |
|---:|---:|---:|---:|
| 50 | 0 | 150 | 100 |
| 75 | 70.4 | 114.8 | 100 |
| 100 | 87.5 | 106.3 | 100 |

At the surface, \((0+2\times150)/3=100\) MPa. The hoop stress has the steep slope \(-3S/(2a)=-3\) MPa/nm there, but the vacancy's volume does not couple to the hoop stress alone.

The result does not rest on assuming radial motion. A numerical minimization of the elastic energy over trial fields of cubic symmetry, which include non-radial displacements as well as the Lamé field, gave \(\sigma_h=S\) with a largest relative deviation of \(3.5\times10^{-13}\) at the radii examined, from \(a\) to \(5a\).

**Q.** My line is finite, and a void has surface tension. Do these spoil the result?

**A.** Neither does in spherical geometry. If the void radius grows by \(\delta a\), the surface energy rises by \(8\pi a\gamma\,\delta a\). Dividing by the swept volume \(4\pi a^2\delta a\) gives \(2\gamma/a\). The surface pulls the solid inward, away from the material, so this is a tensile traction \(p=2\gamma/a\). I take the surface stress equal to the surface energy \(\gamma\), which is a simplification for a solid. For \(\gamma=1.5\) J/m², \(p=60\) MPa. The surface hoop stress falls to \(100+(100-60)/2=120\) MPa, while \(\sigma_h\) stays at 100 MPa.

For a shell of outer radius \(b\) with traction \(S\) on its outside, the two boundary conditions are

\[
3KA-\frac{4\mu B}{b^3}=S,\qquad 3KA-\frac{4\mu B}{a^3}=p .
\]

Multiply the first by \(b^3\), the second by \(a^3\), and subtract to remove \(B\):

\[
\sigma_h=3KA=\frac{Sb^3-pa^3}{b^3-a^3}.
\]

The level shifts but stays uniform. With \(b=250\) nm it is 100.8 MPa for \(p=0\) and 100.3 MPa for \(p=60\) MPa. A real line is not a concentric shell, so these numbers show only the size of a finite-volume correction.

**Q.** If there is no pull, how does the void grow at all?

**A.** Through different conditions at the source and the sink. Write the vacancy chemical potential in the lattice, for a dilute concentration \(c\), as

\[
\mu_v=\text{const}+k_BT\ln c-\sigma_h\Delta V .
\]

The flux is \(-(Dc/k_BT)\nabla\mu_v\), with diffusivity \(D\). For uniform \(\sigma_h\) it reduces to \(-D\nabla c\): diffusion without drift.

Now move an atom of volume \(\Omega\) from the void surface to a distant grain boundary under normal tension \(S\). The inserted atom lets the load do work \(\Omega S\). The void grows by \(\Omega\), which costs surface energy \(2\gamma\Omega/a\). To leading order in stress the energy gained is

\[
\Delta=\Omega\left(S-\frac{2\gamma}{a}\right).
\]

With \(\Omega=0.0118\) nm³, \(\Omega S=7.36\) meV, and \(\Delta=7.36\times0.40=2.95\) meV. At 450 K, \(k_BT=38.8\) meV. If both places hold vacancies in local equilibrium, the concentration at the boundary exceeds that at the void by the factor \(e^{2.95/38.8}\approx1.08\). In this model the difference feeds the void through the lattice, a path that is very slow at 450 K; the last answer returns to this. The drive vanishes at \(a=2\gamma/S=30\) nm; smaller voids shrink in this model.

**Q.** Copper grains are far from isotropic. Does the cancellation survive inside one grain?

**A.** Not point by point. A useful device is to replace the void by a ball of the same crystal that would, if free, expand by a uniform strain \(e\) along every axis. If its actual strain equals \(e\), the ball carries no stress and can be removed, leaving a traction-free void.

Let \(\chi=1\) inside the ball and 0 outside. The displacement \(\mathbf u'\) caused by the ball obeys

\[
C_{ijkl}\,\partial_j\partial_l u'_k=3Ke\,\partial_i\chi .
\]

Split \(\chi\) into plane layers. Let \(\mathbf k\) be a unit vector, \(t=\mathbf k\cdot\mathbf x\), and \(\langle\cdot\rangle\) the average over directions of \(\mathbf k\). Since \(\langle\delta(t)\rangle=1/(2r)\) and \(\nabla^2(1/r)=-4\pi\delta(\mathbf x)\), we have \(\delta(\mathbf x)=-\langle\delta''(t)\rangle/(2\pi)\). Integrating over the ball replaces \(\delta(t)\) by the area of a plane cut, \(\pi g(t)\):

\[
\chi=-\tfrac12\langle g''(t)\rangle,\qquad
g(t)=\begin{cases}a^2-t^2,&|t|<a\\0,&|t|>a.\end{cases}
\]

For each layer the equation is algebraic. With \(\Gamma_{ik}=C_{ijkl}k_jk_l\),

\[
\mathbf u'=-\frac{3Ke}{2}\left\langle\Gamma^{-1}\mathbf k\;g'(t)\right\rangle .
\]

Inside, \(g'=-2t\), so \(\mathbf u'\) is linear in \(\mathbf x\). Cubic symmetry makes it \(K\langle q\rangle e\,\mathbf x\), where \(q(\mathbf k)=\mathbf k\cdot\Gamma^{-1}\mathbf k\). The remote strain is \(S/(3K)\) along each axis, so the stress-free condition is

\[
\frac{S}{3K}+K\langle q\rangle e=e
\quad\Rightarrow\quad
3Ke=\frac{S}{1-K\langle q\rangle}.
\]

The void expands but stays spherical. Equal strains along the cube axes give equal stresses, and the trace of Hooke's law again reads \(\sigma_h=K\theta\) in a cubic crystal, with \(K=(C_{11}+2C_{12})/3\). Outside, the divergence of \(\mathbf u'\) therefore gives

\[
\sigma_h=S-\frac{S}{2}\,\frac{K\langle q(\mathbf k)\,g''(t)\rangle}{1-K\langle q\rangle}.
\]

**Q.** How do I read a map of \(\sigma_h\) from that average?

**A.** Split \(q\) into spherical harmonics \(q_l\) of even degree \(l\). Averaging \(q_l(\mathbf k)\) over a circle around \(\mathbf n=\mathbf x/r\), with \(\mathbf k\cdot\mathbf n=c\), gives \(q_l(\mathbf n)P_l(c)\), because only the part symmetric about \(\mathbf n\) survives. The function \(g''\) is \(-2\) for \(|t|<a\), plus a spike of weight \(2a\) at each edge, where \(g'\) jumps. With \(\tau=a/r\),

\[
\tfrac12\int_{-1}^{1}P_l(c)\,g''(rc)\,dc=2h_l(\tau),\qquad
h_l(\tau)=\tau P_l(\tau)-\int_0^\tau P_l(c)\,dc,
\]

\[
\frac{\sigma_h}{S}=1-\frac{K\sum_l q_l(\mathbf n)h_l(a/r)}{1-K\langle q\rangle}.
\]

Three consequences follow.

1. In an isotropic solid \(q=1/M\) has only \(l=0\), and \(h_0=\tau-\tau=0\). The uniform result returns.
2. In a cubic crystal the average of \(\sigma_h\) over every concentric sphere outside the void is still \(S\), again because \(h_0=0\).
3. At the surface \(h_l(1)=1\) for even \(l\ge2\), so
\[
\frac{\sigma_h(\mathbf n)}{S}=\frac{1-Kq(\mathbf n)}{1-K\langle q\rangle}.
\]

For \(C_{11},C_{12},C_{44}=168,121,75\) GPa, \(K=(168+2\times121)/3=136.7\) GPa. Along [100], \(q=1/C_{11}\) and \(1-Kq=0.187\). Along [111], \(q=3/(C_{11}+2C_{12}+4C_{44})\) and \(1-Kq=0.423\). The surface stresses must therefore differ by a factor of about 2.3. With the average included, and with the values at \(2a\) taken from an energy minimization:

| Direction | \(\sigma_h\) at \(a\) (MPa) | \(\sigma_h\) at \(2a\) (MPa) |
|:---|---:|---:|
| [100] | 60.0 | 109.7 |
| [110] | 121.4 | 97.5 |
| [111] | 136.0 | 93.2 |

Energy minimization for the same crystal agrees with the surface formula to 0.005 MPa root mean square.

**Q.** The pattern changes sign between \(a\) and \(2a\). Is that real?

**A.** It is a property of the elastic solution. The first anisotropic harmonic allowed by cubic symmetry is \(l=4\), for which

\[
h_4(\tau)=\frac{7\tau^5-5\tau^3}{2}.
\]

It vanishes at \(r=a\sqrt{7/5}\approx1.18a\), and \(h_4(1/2)=-0.20\). If \(l=4\) acted alone, the \(-40\) MPa deviation along [100] would become about \(+8\) MPa at \(2a\); the full value is \(+9.7\) MPa. The two differ because the surface deviation also contains higher harmonics, each of which changes with radius through its own \(h_l\).

**Q.** Does this variation compete with the drive for growth?

**A.** Hardly, although the two energies are of similar order. With a relaxation volume of magnitude \(0.3\,\Omega\), the surface spread of 75.9 MPa for \(p=0\) changes the vacancy energy by 1.7 meV, against a drive \(\Omega S=7.36\) meV. Capillary traction multiplies both the deviations from \(S\) and the drive by \((S-p)/S=0.4\), which leaves about 0.7 meV against \(\Delta=2.95\) meV.

These energies do not add to the drive. In local equilibrium, and to leading order in stress, \(\mu_v\) at the void surface is set by the normal traction and the curvature, which are uniform. The term \(-\sigma_h\Delta V\) then only changes the local concentration, by the factor \(e^{\sigma_h\Delta V/k_BT}\), so the relevant ratio is the spread over \(k_BT\): about 0.04 for \(p=0\) and 0.02 for \(p=60\) MPa. Solving the steady diffusion equation to first order with this boundary condition changes the local inflow along [100], [110] and [111] by about 0.5% at most. The effect on the total inflow vanishes to first order if \(D\) is uniform and isotropic and the unperturbed concentration \(c_0(r)\) is spherical, with uniform \(\mu_v\) (or uniform concentration) on each boundary: the shell-averaged drift is proportional to \(c_0\,\partial\bar\sigma_h/\partial r\), and \(\bar\sigma_h=S\).

**Q.** Suppose the remote stress is not equal in all directions. What then?

**A.** Then even an isotropic solid develops a gradient. Add a traceless remote stress \(s_{ij}\), and use a ball with traceless free strain \(e_{ij}\). Now \(\Gamma^{-1}=(I-\mathbf k\mathbf k)/\mu+\mathbf k\mathbf k/M\), and the layer construction has \(2\mu e_{ij}k_j\) in place of \(3Ke\,k_i\). Using \(\langle k_ik_j\rangle=\delta_{ij}/3\) and \(\langle k_ik_jk_mk_n\rangle e_{mn}=2e_{ij}/15\), the strain inside is \(\beta e_{ij}\), with

\[
\beta=\frac23-\frac4{15}\left(1-\frac{\mu}{M}\right)=\frac25+\frac{4\mu}{15M}.
\]

Zero stress inside requires \(s_{ij}/(2\mu)+\beta e_{ij}=e_{ij}\), or \(2\mu e_{ij}=s_{ij}/(1-\beta)\). The dilatation outside contains only \(l=2\), and \(h_2=\tau^3\). Thus

\[
\Delta\sigma_h=-\frac{K}{M(1-\beta)}\,s_{nn}\frac{a^3}{r^3},\qquad s_{nn}=n_is_{ij}n_j .
\]

With \(\mu=47.2\) GPa, the Hill average for these constants, \(M=199.6\) GPa, \(\beta=0.463\) and the prefactor is 1.28. A remote addition of \((30,-15,-15)\) MPa changes \(\sigma_h\) at the void by \(-38\) MPa at the poles and \(+19\) MPa at the equator. The average over a sphere is again unchanged.

**Q.** What else would break the uniformity?

**A.** A shear modulus that varies with radius. At fixed \(K\), differentiating \(\mu\) in Hooke's law adds \(2\mu'(u'-\theta/3)=-4\mu'(u/r-\theta/3)\) to the force balance, so

\[
M\theta'=4\mu'\left(\frac ur-\frac\theta3\right).
\]

For \(\mu(r)=\mu\,[1-0.2(a/r)^3]\) in the 250 nm shell with \(p=0\), \(\sigma_h\) varies by 8.1 MPa.

Plastic flow also breaks it. In a perfectly plastic zone \(\sigma_{\theta\theta}-\sigma_{rr}=Y\), the yield stress. Force balance gives \(\sigma_{rr}'=2Y/r\), and \(\sigma_h=\sigma_{rr}+2Y/3\) has the same slope. In the isotropic, traction-free case yield starts when \(3S/2=Y\), or \(S=200\) MPa for a rough \(Y=300\) MPa. At \(S=100\) MPa the largest von Mises stress on the void surface is 150 MPa in the isotropic solid and 204 MPa in the cubic crystal, both below \(Y\).

Shear can also act without a gradient of \(\sigma_h\). The shear energy in one atomic volume at the void is about 6 µeV, a rough scale for second-order coupling and negligible here. Jump barriers may respond to shear at first order: the scale \(1.5\,\Omega S/k_BT\) is 0.28, if the relevant activation volume is as large as \(\Omega\). That would alter the diffusivity near the void, and I have not calculated it.

**Q.** How far can I carry this over to a real copper line?

**A.** The parameters are rough values for copper during storage at about 177 °C, with a mean tension of order 100 MPa. Equal tension in all directions is an idealization, and a poor one for a wide, flat line, where the stress is closer to biaxial. Take 150 MPa along both in-plane directions and none along the normal: the mean is still 100 MPa, but the remote deviator is \((50,50,-100)\) MPa. The formula for remote shear then gives \(\sigma_h\) at the void of about 36 MPa in the plane and 228 MPa along the normal. At the latter point the two hoop stresses are equal. For \(p=0\) the radial stress is zero, so each hoop stress is \(1.5\times228\approx340\) MPa. The von Mises stress has the same value, above the rough yield stress. With the capillary traction \(p=60\) MPa, \(\sigma_h\) is unchanged, but each hoop stress there is about 310 MPa and the von Mises stress about 250 MPa, below the rough yield stress. These are isotropic values. In a single grain with the normal along [001] or [111], \(\sigma_h\) at that point is about 180 or 270 MPa for \(p=0\), and the largest von Mises stress on the surface with \(p=60\) MPa is about 250 or 280 MPa, so the margin against yield is small. The uniform result does not describe such a line.

For growth, the weakest assumption is the path through the lattice. Lattice self-diffusion in copper at this temperature is of order \(10^{-28}\) m²/s or lower, so with the drive found above a 50 nm void would need millions of years to grow by its own radius. In real lines vacancies travel mainly along grain boundaries and interfaces, where the local normal stress sets the drive. The uniform \(\sigma_h\) therefore tells you only that, in an isotropic solid under equal remote tension, the void's elastic field gives no drift in the surrounding lattice to first order in stress; it does not predict a growth rate. The isotropic solid around an interior sphere is a further idealization. Within a single grain, anisotropy alone moves the surface value from 100 MPa to between 60 and 136 MPa for \(p=0\). Real voids often sit at interfaces or grain-boundary junctions, where neither the spherical solution nor its shell average applies; that shift needs a calculation for the actual geometry. The numerical output below lists the values for this example.

## Values computed for the example and the checks

```
Inputs: C11, C12, C44 = 168, 121, 75 GPa
Remote tension S = 100 MPa; void radius a = 50 nm
Temperature = 450 K; kT = 38.8 meV
Surface energy = 1.50 J/m^2; atomic volume = 0.0118 nm^3
Vacancy relaxation volume / atomic volume = 0.30
Bulk modulus K = 136.7 GPa; Hill shear modulus = 47.2 GPa
Isotropic infinite solid, traction-free void:
r/a, r (nm), sigma_rr, sigma_tt, hydrostatic stress (MPa)
  1.0  50  0.00  150.00  100.00
  1.5  75  70.37  114.81  100.00
  2.0  100  87.50  106.25  100.00
  5.0  250  99.20  100.40  100.00
Hoop-stress slope at void = -3.00 MPa/nm
3D minimization: max |hydrostatic/S - 1| = 3.5e-13
Capillary traction 2 gamma/a = 60.0 MPa
Surface hoop stress with capillarity = 120.0 MPa
Radius where 2 gamma/a = S: 30.0 nm
Omega*S = 7.36 meV
Omega*(S - 2 gamma/a) = 2.95 meV
Finite shell, outer radius = 250 nm:
  uniform hydrostatic stress, p=0: 100.81 MPa
  same with capillary traction: 100.32 MPa
Shear modulus softened at void by 20 percent:
  hydrostatic spread in shell = 8.11 MPa
Cubic copper, traction-free void, hydrostatic stress (MPa):
  [100]: at a 60.0; at 2a 109.7
  [110]: at a 121.4; at 2a 97.5
  [111]: at a 136.0; at 2a 93.2
  surface variation = 75.9 MPa
  vacancy energy variation = 1.68 meV
  sphere averages at a, 1.5a, 2a = 100.00, 100.00, 100.00 MPa
  rms hydrostatic difference, formula-minimization = 0.005 MPa
  rms tensor difference, low and high order = 1.494, 0.013 MPa
Remote deviator = (30, -15, -15) MPa, isotropic solid:
  surface hydrostatic change, pole = -38.3 MPa
  surface hydrostatic change, equator = 19.1 MPa
Rough yield stress = 300 MPa
Surface von Mises stress, isotropic = 150.0 MPa
Largest surface von Mises stress, cubic = 203.9 MPa
Isotropic yield onset at S = 200.0 MPa
Shear energy per atomic volume at void = 5.85 micro-eV
Jump-barrier shear scale Omega*1.5S/kT = 0.285
```
